# Inferring Void-Edge Speed from the Resistance Slope of a Lined Interconnect

## Problem

A metal line in an integrated circuit has a conducting core inside a thin, more resistive liner. The liner covers the bottom and both side walls of the trench. Under a steady current, electromigration carries core atoms away and a void grows. The liner stays in place and bridges the void. In a test at constant current and temperature, the line resistance rises by 0.5 ohm per hour. The exposed liner has a resistance of 5 ohm per nanometre of length.

Assume first that the void has emptied the whole core cross-section, that one of its edges is pinned, and that the other moves along the line without changing shape.

1. Derive the relation between the resistance slope and the speed of the moving edge. Find the speed in nanometres per hour and in micrometres per year.
2. Near each void edge, current must pass between liner and core through their interface. Find the resistance this adds and decide whether it alters the inferred speed.
3. What does the slope measure if both edges move, or if the void leaves part of the core in place?
4. Estimate the effects of an error in liner thickness, a drift of the oven temperature, and Joule heating in the exposed liner.
5. The test was made at 523 K. Estimate the edge speed at 378 K under the same driving force.

Use a trench 44 nm wide and 80 nm high, a liner 2 nm thick, and resistivities of 2000 ohm nm for the liner and 50 ohm nm for the core at the test temperature. The line is 100 µm long, and the current density in the core is 1 MA/cm². Further parameters are introduced where they are needed.

## Solution

### 1. From resistance slope to edge speed

Let $r_L$ and $r_m$ be the resistances per length of the liner alone and of the core alone. Where the line is intact, the two conduct in parallel. Their conductances per unit length of line add, so the intact line has

$$
\frac1{r_0}=\frac1{r_L}+\frac1{r_m},\qquad r_0=\frac{r_Lr_m}{r_L+r_m}.
$$

These circuit relations hold in any coherent system of units, including atomic units.

Let the void have length $s$ in a line of length $L$. Current runs through the liner alone over the length $s$, and through both conductors over $L-s$. Hence

$$
R=r_Ls+r_0(L-s)+R_{\rm ends}.
$$

The last term collects the effect of current crowding near the two edges. If an edge keeps its shape and lies far from other irregularities, moving it along the line replaces a length of intact line by an equal length of bare liner. The pattern of current around the edge moves with it unchanged, so $R_{\rm ends}$ is constant. At constant temperature $r_L$ and $r_0$ are constant too, and differentiation gives

$$
\frac{dR}{dt}=r_L\frac{ds}{dt}-r_0\frac{ds}{dt}=(r_L-r_0)v,
\qquad v=\frac{dR/dt}{r_L-r_0},
$$

where $v=ds/dt$ because the other edge is pinned. The subtraction of $r_0$ has a simple meaning: the newly exposed liner was already part of a conducting line, whose resistance must be taken away.

The size of this correction follows from

$$
r_L-r_0=\frac{r_L(r_L+r_m)-r_Lr_m}{r_L+r_m}
=\frac{r_L^2}{r_L+r_m},
$$

so that

$$
v=\frac{dR/dt}{r_L}\left(1+\frac{r_m}{r_L}\right).
$$

For a core that conducts much better than the liner, $r_m\ll r_L$ and the speed is the simple quotient $(dR/dt)/r_L$. In the opposite limit, $r_m\gg r_L$, the liner carries most of the current from the start. The slope is then close to $(r_L^2/r_m)v$, and even a fast edge gives little signal.

For the stated geometry, the core is narrower than the trench by two liner thicknesses and lower by one. Its area is

$$
A_m=(44-4)(80-2)=3120\ {\rm nm^2},
$$

and the liner has the remaining area, $A_L=44\times80-3120=400$ nm². Therefore

$$
r_L=\frac{2000}{400}=5\ {\rm ohm/nm},\qquad
r_m=\frac{50}{3120}=0.01603\ {\rm ohm/nm},
$$

and $r_0=0.01597$ ohm/nm. The geometry reproduces the given liner value. The simple quotient is

$$
v\simeq\frac{0.5\ {\rm ohm/h}}{5\ {\rm ohm/nm}}=0.100\ {\rm nm/h}.
$$

With 8766 hours in a year and 1000 nm in a micrometre, this is $0.100\times8766/1000=0.877$ µm per year. Keeping the intact-line term raises it by the fraction $r_m/r_L$, or 0.32 %, to 0.879 µm per year. Both values round to

$$
v\approx0.88\ \text{µm per year}.
$$

This expresses the present rate in another unit; it does not forecast a year of growth. At a constant slope the resistance would rise by $0.5\times8766\approx4400$ ohm in a year, while the whole intact line has about 1600 ohm. The line would have changed greatly long before then. Mechanical stress can also build up and oppose the atomic flow, so the speed need not stay constant. The formula still gives the instantaneous speed in that case, provided its circuit assumptions hold.

### 2. The resistance of the void edges

Place a void edge at $x=0$, with intact line at $x>0$ and current flowing towards positive $x$. Treat liner and core as two parallel rails, each with a single potential at a given $x$. Let $i(x)$ be the current in the liner and $I$ the total current; the core carries $I-i$. If $g$ is the interface conductance per length, current leaves the liner at the rate

$$
\frac{di}{dx}=-g(V_L-V_m).
$$

Ohm's law along the two rails reads

$$
\frac{dV_L}{dx}=-r_Li,\qquad
\frac{dV_m}{dx}=-r_m(I-i).
$$

Differentiating the first equation and inserting the other two gives

$$
\frac{d^2i}{dx^2}=-g\left[-r_Li+r_m(I-i)\right]
=g\left[(r_L+r_m)i-r_mI\right].
$$

Far from the edge the current is shared as in an intact line, so $i\to Ir_m/(r_L+r_m)$. At the edge all the current is still in the liner, so $i(0)=I$. The solution that meets both conditions is

$$
i(x)=I\,\frac{r_m+r_Le^{-x/l}}{r_L+r_m},\qquad
l=\frac1{\sqrt{g(r_L+r_m)}}.
$$

The voltage drop along the liner from $0$ to $X$ is the integral of $r_Li$:

$$
\int_0^X r_Li\,dx
=I r_0X+I\frac{r_L^2l}{r_L+r_m}\left(1-e^{-X/l}\right).
$$

The first term is the drop in an intact line. For $X\gg l$, where the two rails are again at one potential, the second term divided by $I$ is the extra resistance of one edge:

$$
R_{\rm end}=\frac{r_L^2l}{r_L+r_m}=(r_L-r_0)l.
$$

Reversing the direction of $x$ gives the same result for the other edge. Each edge thus makes the void look longer by the transfer length $l$.

Take an interface contact resistivity of 1000 ohm nm². The liner touches the core along a perimeter of $40+2\times78=196$ nm, so $g=196/1000=0.196$ per ohm nm. In the two-rail model this gives $l\approx1.01$ nm and $R_{\rm end}\approx5.03$ ohm, or about 10 ohm for two edges. For a real line these numbers are only rough estimates. Here $l$ is shorter than the liner is thick, so near the edge the potential also varies across the liner, which the model ignores. Solving for the potential in a flat liner 2 nm thick, with the core held at one potential across its section, gives an added length of about 1.4 nm per edge instead of 1.01 nm. Letting the current spread inside the core as well raises it to about 1.5 nm. A void length read from the absolute resistance change would be too large by a few nanometres if the edge term were ignored. The slope does not depend on this detail. It is unaffected as long as the disturbed current patterns at the two edges neither overlap nor reach the ends of the line.

A resistor network with separate liner and core rails tests this separation of slope and offset. In it, a void grew from 10 to 20 nm in 100 h at an imposed speed of 0.1 nm/h. The fitted slope was 0.4984 ohm/h, and

$$
\frac{0.4984}{5-0.01597}=0.1000\ {\rm nm/h}
$$

recovers the imposed speed. The network gave 10.05 ohm for the two edges together, in agreement with the formula. This tests the algebra of the two-rail model. It does not test whether a real edge keeps its shape.

### 3. What the slope cannot tell

If the left edge is at $a(t)$ and the right edge at $b(t)$, then $s=b-a$ and

$$
\frac{dR}{dt}=(r_L-r_0)(v_b-v_a).
$$

The slope measures the growth rate of the void, which is the difference between the edge velocities. A void that drifts as a whole gives no slope. If the two edges recede from each other at equal speeds, each moves at half the inferred rate, about 0.44 µm per year. Attributing the full value to one edge therefore requires separate evidence that the other is pinned.

The second condition is that the core has been emptied completely. Suppose a fraction $f$ of its area remains along the void, with unchanged resistivity. The core resistance per length becomes $r_m/f$, and in parallel with the liner the damaged section has

$$
r(f)=\frac{r_L(r_m/f)}{r_L+r_m/f}
=\frac{r_Lr_m}{f r_L+r_m}.
$$

For $f=1/2$, the added resistance is $r(1/2)-r_0=0.0159$ ohm/nm. This is 314 times less than for a complete void. To produce the measured slope, the edge of such a half-void would have to move at $0.5/0.01587\approx31.5$ nm/h.

The formula also shows how complete the emptying must be. The resistance per length falls to half the bare-liner value when $fr_L=r_m$, that is, when $f=r_m/r_L\approx0.0032$. This corresponds to a remaining filament of only about 10 nm² in cross-section. Bulk-like resistivity is doubtful for so thin a filament, so the figure is an order of magnitude. It shows that a thin continuous strip of metal can spoil the inference.

### 4. Errors and neglected effects

**Liner thickness.** Suppose the liner is 1.8 nm thick instead of 2 nm, with the trench size and liner resistivity held fixed. Its area becomes

$$
44\times80-(44-3.6)(80-1.8)=360.7\ {\rm nm^2},
$$

and $r_L$ rises to 5.54 ohm/nm. The same measured slope then gives 0.79 µm per year, about 10 % below the original result. This far exceeds the 0.32 % correction for the intact metal. If $r_L$ has been measured directly on the same liner, the thickness matters only through the tiny intact-line correction, and the error of that measurement takes its place.

**Oven drift.** A void 10 to 20 nm long occupies a tiny part of the line, but a temperature change acts on the whole line. Let the core resistivity grow by a fraction $\alpha=0.0015$ per kelvin, a rough value, and neglect the change of the liner. From the parallel formula,

$$
\frac{dr_0}{dr_m}
=\frac{r_L(r_L+r_m)-r_Lr_m}{(r_L+r_m)^2}
=\left(\frac{r_L}{r_L+r_m}\right)^2 .
$$

To first order, a temperature change $\Delta T$ therefore changes the line resistance by

$$
\Delta R=L\,r_m\alpha\,\Delta T
\left(\frac{r_L}{r_L+r_m}\right)^2 .
$$

For $L=10^5$ nm and $\Delta T=1$ K this is about 2.4 ohm. If the oven warms steadily by 1 K during a 100 h record, it adds a false slope of 0.024 ohm/h, or 4.8 % of the measured slope. The true edge speed would then be 4.8 % lower than the inferred one. Cooling has the opposite effect. If the temperature excursion stays bounded, a longer record reduces this error. For a steady drift the false slope is the resistance excursion divided by the duration. For any other course of the temperature, a straight-line fit to many evenly spaced readings gives a false slope of at most about 1.5 times the full range of the excursion divided by the duration.

**Joule heating.** The core current is its current density times its area, $I=31.2$ µA; the small liner share in the intact line is neglected. In the void this current is squeezed into the liner, where its density is 7.8 MA/cm². The heat released per length is

$$
q=I^2r_L=4.87\ {\rm nW/nm}.
$$

Let $T(x)$ here be the temperature rise above the line. The liner conducts heat along its length with coefficient $K=\kappa A_L$, and loses $GT$ per length to the surrounding dielectric. The steady heat balance is

$$
K\frac{d^2T}{dx^2}-GT+q=0.
$$

With $x=0$ at the middle of the void and the edges held at $T=0$ by the adjoining metal, the solution is

$$
T(x)=\frac qG\left[1-\frac{\cosh(x/\lambda)}{\cosh(s/2\lambda)}\right],
\qquad \lambda=\sqrt{\frac KG}.
$$

Indeed, the constant $q/G$ balances the source, the hyperbolic cosine solves the equation without a source, and the bracket vanishes at $x=\pm s/2$. The peak is at the middle:

$$
T_{\rm peak}=\frac qG\left[1-\frac1{\cosh(s/2\lambda)}\right].
$$

Take rough values $\kappa=5$ W/(m K) and $G=0.5$ nW/(nm K). Then $K=5\times400=2000$ nW nm/K and $\lambda\approx63$ nm. A void 20 nm long has a peak rise of 0.12 K above its edges. Even if its edge shared that peak, the temperature law derived in part 5 would speed it up by just 0.44 %. For a void much longer than $\lambda$, the peak approaches $q/G=9.7$ K. With a liner temperature coefficient of 0.0003 per kelvin, that rise changes the liner resistance by 0.29 %.

Heating thus has little effect on the conversion from slope to speed in this example. It could affect the speed itself more strongly in a long void: the 0.44 % for 0.12 K corresponds to about 3.6 % per kelvin at the edge. How much the edge warms depends on heat flow into the core, which this model replaces by a fixed edge temperature. If the core conducts heat with about 250 W/(m K) and loses it with the same $G$, the edge warms by about 0.08 K for the 20 nm void and by about 0.5 K for a very long one. The speed would then rise by about 0.3 % and 2 %.

**Electric field.** The field along the void is $Ir_L$, which is 0.0016 MV/cm. Breakdown fields of interconnect dielectrics are roughly a few MV/cm, more than a thousand times higher. The liner shunts the void and keeps the voltage across it small.

### 5. From test temperature to use temperature

The inferred speed belongs to 523 K. To estimate its value at 378 K, consider atoms that hop a distance $a$ over a barrier $E$, with attempt frequency $\nu$. A force $F$ along the line lowers the barrier by $Fa/2$ for forward hops and raises it by the same amount for backward hops. The net drift speed is

$$
v=a\nu\left[e^{-(E-Fa/2)/kT}-e^{-(E+Fa/2)/kT}\right]
=2a\nu e^{-E/kT}\sinh\frac{Fa}{2kT}.
$$

Here $T$ is the absolute temperature. In units with $e=1$, the electromigration force has magnitude $F=Z^*\rho_m j$, where $Z^*$ is the magnitude of the effective charge number. For $Z^*=1$ and the given core,

$$
F=50\ {\rm ohm\,nm}\times10^{-8}\ {\rm A/nm^2}
=5\times10^{-7}\ {\rm eV/nm}.
$$

Over an atomic distance this work is tiny compared with $kT$, which is a few hundredths of an electronvolt. Hence $\sinh y\simeq y$, and

$$
v\simeq\frac{a^2\nu F}{kT}e^{-E/kT}.
$$

If the atoms leaving the edge are not replaced, the edge recedes in proportion to this drift speed. With the diffusion path, $a$, $\nu$ and $F$ held fixed, the common factors cancel:

$$
\frac{v(378)}{v(523)}
=\frac{523}{378}\exp\left[-\frac Ek
\left(\frac1{378}-\frac1{523}\right)\right].
$$

For $E=0.9$ eV the ratio is $6.5\times10^{-4}$. The speed falls from 0.88 µm per year to about 0.57 nm per year.

The barrier matters greatly here. The prefactor is 1.38, so the exponential is $4.7\times10^{-4}$ and its exponent is $-7.66$. A change of 0.1 eV is one ninth of the barrier and changes the exponent by 0.85, which is a factor of 2.3. With the test speed held fixed, barriers of 0.8 and 1.0 eV give about 1.3 and 0.24 nm per year.

The fixed force is also an idealization. At the same current density, a linear extrapolation with $\alpha=0.0015$ per kelvin lowers the core resistivity by about 22 % over the 145 K interval. If $Z^*$ is unchanged, the force and the estimated speed fall by the same fraction, to about 0.45 nm per year. If the force comes mainly from electrons scattering off the moving atom, $Z^*$ instead varies roughly as $1/\rho_m$, and the force changes little.

### Comparison with real lines

The dimensions and resistivities are roughly those of narrow copper lines with a tantalum-based liner, and 0.9 eV is a rough value for copper migration along an interface. The measured slope is a given of the exercise; edge speeds depend strongly on the interfaces and on the temperature, so no typical value is claimed. Real liners need not have equal thickness on the bottom and side walls, and a metal cap or a second liner layer can add another conducting path. In that case $r_L$ must describe all the conductors left across the void. A 10 % error in this quantity moves the inferred speed by about 10 %. Incomplete emptying of the core is more serious: in the half-void considered above, it changes the inferred speed by a factor of about 300.

The numerical output below lists the inputs and the main results.

## Table of computed values

```
given liner resistance per length: 5 ohm/nm
given resistance slope: 0.5 ohm/h
trench width: 44 nm
trench height: 80 nm
liner thickness: 2 nm
liner resistivity: 2000 ohm nm
core resistivity: 50 ohm nm
liner area: 400 nm^2
core area: 3120 nm^2
liner resistance per length from geometry: 5 ohm/nm
core resistance per length: 0.01603 ohm/nm
intact line resistance per length: 0.01597 ohm/nm
hours per year: 8766 h
speed, simple quotient: 0.10000 nm/h
speed, intact metal subtracted: 0.10032 nm/h
speed, simple quotient: 0.8766 um/year
speed, intact metal subtracted: 0.8794 um/year
correction to simple speed: 0.32 %
network: speed put in: 0.1 nm/h
network: void length at start: 10 nm
network: void length at end: 20 nm
network: duration of record: 100 h
network: fitted slope: 0.49840 ohm/h
network: speed recovered: 0.100000 nm/h
interface contact resistivity: 1000 ohm nm^2
interface conductance per length: 0.196 1/(ohm nm)
current transfer length: 1.009 nm
resistance of one void end, formula: 5.027 ohm
resistance of two void ends, network: 10.05 ohm
half-emptied core: added resistance: 0.01587 ohm/nm
full void over half void, slope ratio: 314
thinner liner: thickness: 1.8 nm
thinner liner: resistance per length: 5.544 ohm/nm
thinner liner: speed: 0.793 um/year
line length: 100 um
intact line resistance: 1597 ohm
core temperature coefficient: 0.0015 1/K
oven drift over the record: 1 K
false slope from oven drift: 0.0239 ohm/h
false slope over measured slope: 4.8 %
core current density: 1 MA/cm^2
current: 31.2 uA
liner current density in void: 7.8 MA/cm^2
Joule heat per length in void: 4.867 nW/nm
heat loss coefficient: 0.5 nW/(nm K)
liner thermal conductivity: 5 W/(m K)
peak heating at final void length: 0.120 K
edge speed-up if at that peak: 0.44 %
heating ceiling, long void: 9.73 K
liner temperature coefficient: 0.0003 1/K
liner resistance change at ceiling: 0.29 %
field along void: 0.00156 MV/cm
test temperature: 523 K
use temperature: 378 K
migration barrier: 0.9 eV
use speed over test speed: 6.519e-04
speed at use temperature: 0.573 nm/year
```
